# Damping-like torque from a heavy-metal film on a perfect spin absorber, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the spin Hall current to the efficiency

Q: A current flows along a heavy-metal film, and a magnet on top of it feels a torque. I am told that the efficiency of this torque follows from the spin Hall angle, the film thickness and one diffusion length. Before I believe any formula, what exactly is the system?

A: The film fills $0<z<d$ and the magnet begins at $z=d$. The face at $z=0$ touches an insulator. A uniform electric field $E$ points along $x$, and the film has conductivity $\sigma$, so the charge current density is $j=\sigma E$ to first order in the spin Hall effect. The film is uniform and isotropic, nothing varies along $x$ or $y$, and the state is steady. Because a steady electric field has no curl, $\partial_zE_x=\partial_xE_z=0$, so $E$ is the same at every depth.

The spin Hall effect deflects electrons of opposite spin in opposite directions. It therefore drives angular momentum along $z$, polarized along a fixed unit vector $\mathbf s$ that lies in the plane at right angles to the field.

Q: Spin currents are quoted in several units, and factors of two get lost between them. Which do you use?

A: Let $J$ be the flux of angular momentum toward $+z$, component along $\mathbf s$, multiplied by $2e/\hbar$, with $e>0$. One electron carries $\pm\hbar/2$, so each electron with spin along $+\mathbf s$ that crosses toward $+z$ adds $+e$ to $J$, and each one with opposite spin adds $-e$. Thus $J$ has the unit of a charge current density. The electron's negative charge does not enter its sign, because $J$ counts angular momentum.

The spin Hall angle $\theta$ is defined by the spin current that the field drives when there is no spin accumulation:

$$J_{\rm SH}=\theta\sigma E .$$

The direction $\mathbf s$ is fixed once for all materials, so $\theta$ may have either sign.

Q: Then the magnet receives $\theta\sigma E$, and the efficiency is $\theta$. Why should the thickness matter?

A: Because the same current would have to flow at $z=0$, where no electrons arrive from the insulator. Spin must pile up there, and the pile drives a diffusion current that opposes the spin Hall current. We need both.

Let $\mu_+$ and $\mu_-$ be the electrochemical potentials, in energy units, of electrons with spin along $+\mathbf s$ and $-\mathbf s$. Each species carries half the conductivity, since the metal is not magnetic. The number flux of a species is its conductivity divided by $e^2$, times the force $-\mu_\pm'$, where a prime means $d/dz$:

$$N_\pm=-\frac{\sigma}{2e^2}\,\mu_\pm' .$$

The angular-momentum flux is $(\hbar/2)(N_+-N_-)$. Multiplying by $2e/\hbar$ gives

$$J_{\rm diff}=e(N_+-N_-)=-\frac{\sigma}{2e}(\mu_+-\mu_-)' .$$

I write the spin accumulation as $\mu_+-\mu_-=2eV$, which absorbs the factor of two and makes $V$ a voltage. The total is

$$J=\theta\sigma E-\sigma V' .\tag{1}$$

Q: That is one equation for two unknown functions, $J$ and $V$.

A: The second comes from counting spins. If $\nu$ is the density of states per spin, volume and energy, the excess number density of $+\mathbf s$ over $-\mathbf s$ electrons is $\nu(\mu_+-\mu_-)=2e\nu V$. This excess decays in a time $\tau_s$. In a steady state, whatever decays in a slice must be made up by inflow, so

$$J'=-e\,\frac{2e\nu V}{\tau_s}=-\frac{2e^2\nu}{\tau_s}V .$$

The Einstein relation for both species together is $\sigma=2e^2\nu\mathcal D$, where $\mathcal D$ is the diffusion constant. Replacing $2e^2\nu$ by $\sigma/\mathcal D$,

$$J'=-\frac{\sigma}{\lambda^2}V,\qquad \lambda=\sqrt{\mathcal D\tau_s}.\tag{2}$$

The length $\lambda$ is the spin-diffusion length. Now differentiate (1). Since $\theta$, $\sigma$ and $E$ do not depend on $z$, $J'=-\sigma V''$. Setting this equal to (2) and dividing by $-\sigma$ gives

$$V''=\frac{V}{\lambda^2}.\tag{3}$$

Q: The field has dropped out. How can the spin Hall effect do anything in equation (3)?

A: A uniform spin Hall current brings as much spin into each interior slice as it takes out. It changes the accumulation only where it is interrupted, at the faces, so it enters through the boundary conditions. This would fail if the product $\theta\sigma$ varied with depth, because then the spin Hall current would have a divergence inside the film.

At the insulator no spin passes, and I assume that the surface itself does not relax spin. Thus $J(0)=0$, and (1) gives

$$V'(0)=\theta E .\tag{4}$$

Q: And at the magnet? "Perfectly absorbs" is a phrase, not an equation.

A: Take first a magnetization at right angles to $\mathbf s$, so that all the spin is transverse to it. In linear response, the spin current into the magnet is proportional to the accumulation next to it:

$$J(d)=\frac{\sigma V(d)}{b}.\tag{5}$$

The coefficient is written with a length $b$, which is small when the interface takes up spin easily. Perfect absorption means $b\to0$. The current stays finite, so

$$V(d)=0 .\tag{6}$$

The magnet is then a sink that holds the transverse accumulation beside it at zero. Whether a real interface can do this is a separate question, which needs an account of how electrons arrive at it. Here I take (6) as the meaning of the phrase. I also assume that no spin is lost or generated in the interface itself.

Q: With two conditions the solution is fixed. Please do not skip the algebra.

A: The general solution of (3) is

$$V=A\sinh\frac z\lambda+B\cosh\frac z\lambda .$$

Its slope at $z=0$ is $A/\lambda$, so (4) gives $A=\theta E\lambda$. Condition (6) reads $A\sinh(d/\lambda)+B\cosh(d/\lambda)=0$, so $B=-A\tanh(d/\lambda)$. Put both over the common denominator $\cosh(d/\lambda)$:

$$V=\theta E\lambda\,\frac{\sinh(z/\lambda)\cosh(d/\lambda)-\cosh(z/\lambda)\sinh(d/\lambda)}{\cosh(d/\lambda)} .$$

The numerator is the sinh of a difference, $\sinh[(z-d)/\lambda]$. Since sinh is odd,

$$V(z)=-\theta E\lambda\,\frac{\sinh[(d-z)/\lambda]}{\cosh(d/\lambda)} .\tag{7}$$

Differentiating brings down a factor $-1/\lambda$, which cancels the leading minus sign:

$$V'(z)=\theta E\,\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)} .$$

Insert this in (1):

$$J(z)=\theta\sigma E\left\{1-\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)}\right\}.$$

At $z=0$ the two terms cancel, as they must. At $z=d$ the upper cosh is one, and

$$J(d)=\theta\sigma E\left[1-\operatorname{sech}\frac d\lambda\right].\tag{8}$$

Q: That is a spin current. I asked about a torque.

A: The torque per area on the magnet is the rate at which it absorbs angular momentum per area. Undoing the factor $2e/\hbar$, that rate is $(\hbar/2e)J(d)$ along $\mathbf s$. The damping-like efficiency $\xi$ is defined, for a magnetization along the unit vector $\mathbf m$, by

$$\boldsymbol\tau=\frac{\hbar}{2e}\,\xi\,j\;\mathbf m\times(\mathbf s\times\mathbf m),\tag{9}$$

with $j$ the current density in the heavy metal. When $\mathbf m$ is at right angles to $\mathbf s$, the double product equals $\mathbf s$, so $\xi=J(d)/j$. With $j=\sigma E$,

$$\boxed{\;\xi=\theta\left[1-\operatorname{sech}\frac d\lambda\right]\;}\tag{10}$$

Q: You chose a convenient magnetization. If $\mathbf m$ is tilted, part of the spin is along it, and your magnet need not absorb that part in the same way.

A: The objection is fair, and linearity answers it. Treat the accumulation as a vector $\mathbf V$. In an isotropic film each component obeys (3), with a spin Hall drive $\theta\sigma E\,\mathbf s$. Split $\mathbf s$ into a part along $\mathbf m$ and a transverse part

$$\mathbf s_\perp=\mathbf s-\mathbf m(\mathbf m\cdot\mathbf s).$$

For an interface that is symmetric about $\mathbf m$, the boundary condition does not mix the two parts. The longitudinal part may be transmitted or returned in any proportion. It cannot turn $\mathbf m$, since a change of angular momentum along $\mathbf m$ is not a rotation of it. The transverse part obeys (4) and (6) with $\mathbf s$ replaced by $\mathbf s_\perp$, so the algebra above gives

$$\mathbf J_\perp(d)=\theta\sigma E\left[1-\operatorname{sech}\frac d\lambda\right]\mathbf s_\perp .$$

The identity $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$ gives

$$\mathbf m\times(\mathbf s\times\mathbf m)=\mathbf s(\mathbf m\cdot\mathbf m)-\mathbf m(\mathbf m\cdot\mathbf s)=\mathbf s_\perp .$$

This is the vector in (9). In this model the torque depends on the angle through that vector, while $\xi$ does not.

Q: Something still troubles me. In the interior the spin Hall effect creates no net spin, and nothing enters from the insulator. Where does the angular momentum given to the magnet come from?

A: From the crystal lattice, through spin relaxation. Integrate (2) across the film and use $J(0)=0$:

$$J(d)=-\frac{\sigma}{\lambda^2}\int_0^dV\,dz .$$

For $\theta>0$, equation (7) says that $V$ is negative throughout the film: the spins left behind point against $\mathbf s$. When they relax, the lattice takes up angular momentum along $-\mathbf s$, and the magnet receives an equal amount along $+\mathbf s$. The amounts agree. Since

$$\int_0^d\sinh\frac{d-z}{\lambda}\,dz=\lambda\left(\cosh\frac d\lambda-1\right),$$

the right-hand side becomes

$$\frac{\sigma}{\lambda^2}\,\theta E\lambda\cdot\lambda\,\frac{\cosh(d/\lambda)-1}{\cosh(d/\lambda)}=\theta\sigma E\left[1-\operatorname{sech}\frac d\lambda\right],$$

which is (8) again.

Q: So without relaxation there would be no steady torque at all?

A: None in this model. As $\tau_s\to\infty$ at fixed $d$, $\lambda\to\infty$ and $\operatorname{sech}(d/\lambda)\to1$. The spin current must then be the same at every depth, and it is zero at the back face.

This also explains the thin-film limit. For $d\ll\lambda$ little spin relaxes, so $J$ is small everywhere and (1) gives $V'\approx\theta E$. With $V(d)=0$ this means $V\approx-\theta E(d-z)$. The integral of $V$ is $-\theta Ed^2/2$, and the relaxation balance yields

$$\xi\approx\theta\,\frac{d^2}{2\lambda^2}\qquad(d\ll\lambda).$$

One power of $d$ comes from the size of the accumulation and the other from the volume in which it relaxes. Expanding (10) with $\operatorname{sech}u\approx1-u^2/2$ gives the same. In the thick limit, $\operatorname{sech}(d/\lambda)\approx2e^{-d/\lambda}$ and $\xi\to\theta$.

Q: The sech still looks like an accident of the boundary conditions. Does it mean anything by itself?

A: It is a probability. The spin Hall current carries spin $+\mathbf s$ away from the back face with no supply behind it. This amounts to depositing spin $-\mathbf s$ there at the rate $\theta\sigma E$. The deposited spins wander. Some relax in the film, and the others reach the magnet and cancel part of the direct current.

Let $p(z)$ be the probability that a spin at $z$ reaches the magnet before it relaxes. In a short time $\delta t$ it survives with probability $1-\delta t/\tau_s$ and steps by $\pm a$ with equal chance, where $a^2=2\mathcal D\,\delta t$. Hence

$$p(z)=\left(1-\frac{\delta t}{\tau_s}\right)\frac{p(z+a)+p(z-a)}2\approx\left(1-\frac{\delta t}{\tau_s}\right)\left(p+\mathcal D\,\delta t\,p''\right).$$

The terms of first order in $\delta t$ give $\mathcal Dp''=p/\tau_s$, or $p''=p/\lambda^2$. A reflecting back face requires $p'(0)=0$, and a spin already at the magnet has $p(d)=1$. Therefore

$$p(z)=\frac{\cosh(z/\lambda)}{\cosh(d/\lambda)},\qquad p(0)=\operatorname{sech}\frac d\lambda .$$

The direct current contributes one, the cancelling current contributes $\operatorname{sech}(d/\lambda)$, and their difference is the bracket in (10).

Q: Can that picture be tried without solving a differential equation?

A: Yes, by following the probabilities of a walker on a lattice. I take 100 sites between the reflecting face and the absorber, and a relaxation probability per step that corresponds to $d/\lambda=3.3333$. A walker that starts at the reflecting face arrives with probability 0.0712. The formula gives $\operatorname{sech}(3.3333)=0.0713$. A separate numerical solution of the spin balance in 500 slices, for the same ratio, gives $J(d)/(\theta\sigma E)=0.9287$, equal to $1-\operatorname{sech}(d/\lambda)$ to the four digits shown.

## Second half: what perfect absorption requires, and an example

The film occupies $0<z<d$, with conductivity $\sigma$, spin Hall angle $\theta$ and spin-diffusion length $\lambda$. The magnet begins at $z=d$. The spin accumulation is $2eV$, and the spin current in charge units is $J=\theta\sigma E-\sigma V'$, where $E$ is the in-plane field and $j=\sigma E$. The accumulation obeys $V''=V/\lambda^2$, and no spin crosses the back face. The interface law is $J(d)=\sigma V(d)/b$. For $b\to0$ the first half found $\xi=\theta[1-\operatorname{sech}(d/\lambda)]$, with a torque per area $(\hbar/2e)\,\xi j\,\mathbf m\times(\mathbf s\times\mathbf m)$, where $\mathbf m$ is the magnetization direction and $\mathbf s$ the spin polarization.

Q: You postponed the question of the interface. If every electron that reaches the magnet gives up its transverse spin, surely absorption is perfect and $V(d)=0$.

A: It is not quite so. A current needs electrons that arrive, and those still on their way carry accumulation. Let $c$ be the cosine of the angle between an electron's velocity and $+z$. Keep the two lowest terms of the spin imbalance as a function of direction:

$$v(c)=V+a\,c .$$

The spin current is proportional to the directional average of $c\,v(c)$. With a constant $K$,

$$J=\frac K2\int_{-1}^{1}c\,(V+ac)\,dc=\frac{Ka}{3}.$$

To find $K$, consider ordinary diffusion with a mean free path $l$. Electrons moving in direction $c$ last scattered, on average, a distance $lc$ upstream, so $a=-lV'$. Then $J=-KlV'/3$, which must equal $-\sigma V'$, and $K=3\sigma/l$.

At the absorbing interface, electrons that move back into the film carry no transverse spin. The two-term form cannot vanish for every $c<0$, but its backward flux can:

$$\int_{-1}^{0}c\,(V+ac)\,dc=-\frac V2+\frac a3=0,\qquad a=\frac{3V}{2}.$$

Hence $J=Ka/3=3\sigma V/(2l)$. Comparison with $J=\sigma V/b$ gives

$$b\approx\frac{2l}{3}.\tag{11}$$

Here I have treated the whole of $J$ as carried by the angular imbalance, including its spin Hall part. This suits a spin Hall current produced by skew scattering. If that current is instead a sideways drift that the imbalance does not contain, (11) relates $V(d)$ to the diffusion current alone, and the efficiency changes differently, as the example will show.

For a perfectly absorbing magnet the efficiency is $\theta[1-\operatorname{sech}(d/\lambda)]$, but even an interface that takes the transverse spin of every arriving electron has a finite length $b\approx2l/3$, if the angular imbalance carries the whole spin current. It remains to test that estimate, to find the efficiency for finite $b$, and to apply the results to a numerical example.

Numerical values quoted here were computed with a short program.
